# Why Gallium Is Not an Acceptor in Indium Gallium Zinc Oxide

Let an amorphous indium zinc oxide have electron density $n_0$, and let gallium replace half of its indium, so that the density becomes $n$. The ratio $n/n_0$ is a pure number, so whatever gallium does must enter it through pure numbers.

If gallium acts by its charge, it brings a charge density $\Delta\,N_\mathrm{Ga}$, where $N_\mathrm{Ga}$ is the gallium density and $\Delta$ is the valence of gallium minus that of the atom it replaces. This has to be measured against another density, as in $\Delta\,N_\mathrm{Ga}/n_0$. If gallium acts by changing energies, those energies have to be measured against $kT$. Gallium and indium both have valence three in these oxides, so $\Delta=0$ and the first group vanishes however much gallium is added. What remains has the form

$$\frac{n}{n_0}=f\!\left(\frac{\text{energy changes}}{kT},\ \text{composition}\right).$$

The argument does not yet exclude other groups, such as the density of band states over $n_0$. The derivation below shows that they cancel in the regime treated.

## The belief and its appeal

The belief is that gallium lowers the electron density by acting as an acceptor: each gallium atom takes up an electron that would otherwise conduct. There are fair reasons for it. Gallium is an acceptor in silicon, electron density does fall as gallium is added to the oxide, and compensation by acceptors is a real way of removing electrons.

But "acceptor" describes an atom together with its site. A silicon site needs four valence electrons for its bonds and gallium brings three, so one is missing. An indium site needs three.

## Counting electrons

Let the oxide contain $N$ oxygen atoms and cations of valence $v_i$. Each oxygen contributes three $p$ orbitals to the valence band, which hold six electrons, and a neutral oxygen atom brings four $p$ electrons. If a gap separates these states from the conduction band, the electrons left over once the valence band is full number

$$N_\mathrm{excess}=\sum_i v_i+4N-6N=\sum_i v_i-2N .$$

For $\mathrm{In_2ZnO_4}$ this is $3+3+2-8=0$, and for $\mathrm{InGaZnO_4}$ it is again $3+3+2-8=0$. At fixed oxygen content, gallium on an indium site changes nothing. Zinc on an indium site changes the count by $-1$ and does act as an acceptor. Gallium on a zinc site changes it by $+1$ and acts as a donor. Both statements need the oxygen count held fixed; in an amorphous film the oxygen content can follow the cation valences instead, as in $\mathrm{In_2ZnO_4}$, where zinc leaves no deficit. Removing one neutral oxygen atom changes it by $+2$.

The count assumes that disorder and the change of cation leave the gap open. A small model shows that they can. Take 40 cations and 60 oxygens linked at random, six oxygens around each cation and four cations around each oxygen. Each cation has one $s$ orbital near 5 eV, with a random spread of 0.3 eV, and each oxygen has three $p$ orbitals at zero. The $s$–$p$ coupling is 1.0 eV for indium and 1.2 eV for gallium, and cations that share oxygens are coupled directly by $-0.1$ eV for each shared oxygen. Numerical diagonalization gives a gap of 3.11 eV for one all-indium network; other random draws and sizes give 3.1 to 3.2 eV. Replacing half the indium by gallium widens it by only about 0.01 eV, so this model does not supply the band-edge rise assumed later. Filling the levels leaves 0 excess electrons with indium alone, 0 with half the indium replaced by gallium, $-1$ with one zinc on an indium site, and 2 with one oxygen missing.

Missing oxygen can thus supply the electrons. Take it as the only donor for now; hydrogen is added later. The question becomes how gallium changes the number of missing oxygens.

## Why stronger bonding makes a donor dearer

Consider one cation $s$ level at energy $E_s>0$ coupled by $t$ to one oxygen $p$ level at zero. The energies solve $E(E-E_s)=t^2$, and the lower root is

$$E_-=\frac{E_s}{2}-\sqrt{\frac{E_s^2}{4}+t^2}.$$

It lies below zero, and it falls as $t$ grows at fixed $E_s$. The electrons in this level therefore gain more energy from a strongly coupled cation, and removing the oxygen gives up more.

In the 40-cation network the energy needed to remove an oxygen, averaged over six sites, rises by 0.091, 0.182, 0.274 and 0.366 eV when one, two, three and four of its neighbours are gallium. The increments are nearly equal. This supports a simple rule for gallium, which is assumed here for zinc as well: each neighbour of species $c$ adds its own cost $d_c$, with $d_\mathrm{In}=0$ as reference. The two electrons left behind are placed in the lowest conduction level of the network, so the step includes any shift of that level. Its size follows from the chosen couplings and is not a prediction for the real oxide.

There is a second cost. An ionized vacancy puts two electrons into the conduction band. If gallium raises the band edge by $\Delta E_C$, with the other energies held fixed, every vacancy costs $2\Delta E_C$ more, whatever its neighbours. This too needs no acceptor. To name stronger bonding as the whole cause would leave it out.

## From costs to electron density

Assume that the film exchanges oxygen with the gas until equilibrium at temperature $T$, and that the vacancies are then frozen in. Sort the oxygen sites into classes $s$ by their neighbours. Class $s$ has $N_s$ sites per volume, $V_s$ of them vacant, and an extra bonding cost $D_s$, the sum of its four $d_c$.

Let $g$ be the free energy of taking an oxygen from an all-indium site into the gas and placing its two electrons at the original band edge. It leaves out the entropy of arranging vacancies and the free energy of the electron gas, which are written separately. For few vacancies and a non-degenerate electron gas, the free energy per volume is

$$F=\sum_s\left[V_s(g+D_s)+kTV_s\left(\ln\frac{V_s}{N_s}-1\right)\right]+n\,\Delta E_C+kTn\left(\ln\frac{n}{N_c}-1\right).$$

The first logarithm comes from choosing $V_s$ of $N_s$ sites with $V_s\ll N_s$. The second is that of a classical gas, with $N_c$ the effective density of band states.

Each vacancy has charge $+2$, so neutrality requires $n=2\sum_sV_s$ and hence $\partial n/\partial V_s=2$. The derivative of $V(\ln(V/N)-1)$ is $\ln(V/N)$, and likewise for the electron term. Setting $\partial F/\partial V_s=0$ gives

$$g+D_s+kT\ln\frac{V_s}{N_s}+2\Delta E_C+2kT\ln\frac{n}{N_c}=0 .$$

Solving for $V_s$,

$$V_s=N_s\,e^{-D_s/kT}\,e^{-(g+2\Delta E_C)/kT}\left(\frac{N_c}{n}\right)^2 .$$

Now sum over classes. With $N_O$ oxygen sites per volume, the sum contains the site average $Q=\sum_s(N_s/N_O)e^{-D_s/kT}$. If the four neighbours are independent random draws, the average of the product of their Boltzmann factors is the product of the averages:

$$Q=q^4,\qquad q=\sum_c x_c\,e^{-d_c/kT},$$

where $x_c$ is the share of species $c$ among an oxygen's neighbours. It equals the share among the cations only if all cations have the same coordination, which is assumed here, as is the number four. The total vacancy density is $n/2$, so

$$\frac n2=N_O\,q^4e^{-(g+2\Delta E_C)/kT}\frac{N_c^2}{n^2},$$

$$n^3=2N_ON_c^2\,q^4\,e^{-(g+2\Delta E_C)/kT}.$$

Before gallium is added, $q=q_0$ and $\Delta E_C=0$. Divide the two cases with temperature, oxygen pressure, $N_O$ and $N_c$ held fixed. The groups left open at the start cancel, and the cube root gives

$$\boxed{\frac{n}{n_0}=\left(\frac{q}{q_0}\right)^{4/3}\exp\!\left(-\frac{2\Delta E_C}{3kT}\right)}$$

The division by three expresses a feedback. When fewer electrons are present, their chemical potential is lower, and the next vacancy is cheaper to make. Part of gallium's effect is thereby undone.

If gallium cost nothing extra, with $d_\mathrm{Ga}=0$ and $\Delta E_C=0$, then $q=q_0$ and $n=n_0$. For small costs, $e^{-d_\mathrm{Ga}/kT}\approx1-d_\mathrm{Ga}/kT$ gives $q\approx q_0-x_\mathrm{Ga}d_\mathrm{Ga}/kT$, and to first order

$$\frac n{n_0}\approx1-\frac{4x_\mathrm{Ga}}{3q_0}\frac{d_\mathrm{Ga}}{kT}-\frac{2\Delta E_C}{3kT}.$$

## A film in numbers

Let the cation ratio In:Zn $=2:1$ become In:Ga:Zn $=1:1:1$. Take exchange at 600 K, where $kT=0.0517$ eV, under 0.001 Torr of oxygen, and $n_0=1.0\times10^{19}\ \mathrm{cm^{-3}}$. Let $d_\mathrm{Ga}=0.15$ eV, $d_\mathrm{Zn}=0.10$ eV and $\Delta E_C=0.10$ eV. These are round model values, not measured vacancy energies. The starting density is an input too: it fixes $g=0.44$ eV, which with ideal-gas oxygen means a removal energy of only about 1.4 eV measured from $\mathrm{O_2}$ at 0 K. With 2.5 eV instead, the equilibrium parent would hold only about $10^{16}\ \mathrm{cm^{-3}}$. In the classical formula the ratio $n/n_0$ does not depend on $g$.

The Boltzmann factors are $e^{-0.15/0.0517}=0.055$ for gallium and $e^{-0.10/0.0517}=0.145$ for zinc. Then

$$q_0=\tfrac23+\tfrac13(0.145)=0.715,$$

$$q=\tfrac13+\tfrac13(0.145)+\tfrac13(0.055)=0.400 .$$

The bonding factor is $(0.400/0.715)^{4/3}=0.461$. The band-edge factor is $\exp[-0.20/(3\times0.0517)]=0.275$. Their product is 0.127, so

$$n=0.127\times10^{19}\ \mathrm{cm^{-3}}\approx1.3\times10^{18}\ \mathrm{cm^{-3}} .$$

With these parameters the band edge does more than the bonds. The order could change with other values.

With $N_O=5\times10^{22}\ \mathrm{cm^{-3}}$, the missing share of oxygen is $n/(2N_O)$. It falls from 0.010 % to 0.0013 %. Most of the donors themselves have gone; they have not been neutralized by acceptors.

Why is the bonding factor so modest when one gallium neighbour makes a vacancy about eighteen times rarer? There are two reasons. One is the feedback: at a fixed electron chemical potential the bonding costs would cut the vacancies to $(0.400/0.715)^4=0.098$ of their number, and the cube root turns this into 0.461. The other is that some oxygens have no gallium neighbour. Their share is $(2/3)^4$, or 20 %, but they hold 83 % of the vacancies, since their share of $Q$ is $[(q-0.055/3)/q]^4$. Even if Ga–O bonds could not be broken at all, these sites would remain. Dropping the gallium term from $q$ gives a bonding factor of 0.43, a floor for this composition, zinc cost and temperature with random placement, four neighbours per oxygen and equal cation coordination. With three neighbours per oxygen the bonding factor would be 0.56 and the floor 0.53. The band-edge factor has no such floor, because it acts on every vacancy.

Oxygen pressure offers a comparison. Removing one oxygen atom makes half an $\mathrm{O_2}$ molecule, so in an ideal gas $g$ contains $\tfrac12kT\ln p$. Hence $n^3\propto p^{-1/2}$ and $n\propto p^{-1/6}$. To reach the same density without gallium, the pressure would have to rise by $(n_0/n)^6$, from 0.001 Torr to about 240 Torr.

## What acceptors would have done

Suppose instead that each gallium held one electron. There are three cations for every four oxygens, hence $3.75\times10^{22}\ \mathrm{cm^{-3}}$, and a third of them are gallium. The acceptor density would be $A=1.25\times10^{22}\ \mathrm{cm^{-3}}$, which is 1250 times $n_0$.

If the donors were frozen before the gallium acted, neutrality would give $n=n_0-A$. All electrons would be gone once $A=n_0$. That takes a cation share of $10^{19}/(3.75\times10^{22})$, or 0.027 %. A film in which a third of the cations are gallium could not then remain an electron conductor.

The believer can reply that the oxygen content adjusts. To follow this through, leave the bonding costs and band edge unchanged, so that the rival acts by charge alone. Neutrality becomes $n+A=2[V]$, with $[V]$ the total vacancy density. The mass-action law keeps $[V]n^2$ fixed at given $T$ and $p$, and without acceptors its value is $n_0^3/2$ at the reference pressure $p_0$. Therefore

$$n^2(n+A)=n_0^3\left(\frac p{p_0}\right)^{-1/2}.$$

For $A\gg n$ and $p=p_0$,

$$n\approx\sqrt{\frac{n_0^3}{A}}=\sqrt{\frac{10^{57}}{1.25\times10^{22}}}\ \mathrm{cm^{-3}}=2.8\times10^{17}\ \mathrm{cm^{-3}} .$$

So the rival also predicts a fall, and a fall alone does not decide the matter. The price is in the oxygen: $[V]\approx A/2=6.25\times10^{21}\ \mathrm{cm^{-3}}$, or 12.5 % of all sites. The dilute formula is strained there (allowing for the finite number of sites lowers $n$ to $2.3\times10^{17}\ \mathrm{cm^{-3}}$), but the composition follows from valence alone. With divalent gallium the neutral oxide would be $\mathrm{InGaZnO_{3.5}}$, since $3+2+2=2\times3.5$. Trivalent gallium gives $\mathrm{InGaZnO_4}$. The acceptor picture thus requires a different compound.

The pressure dependence also differs. Take logarithms of the last law and differentiate at fixed $A$:

$$\left(2+\frac{n}{n+A}\right)\frac{d\ln n}{d\ln p}=-\frac12 .$$

With $A=0$ the slope is $-1/6$. With $A\gg n$ it is $-1/4$. Both values are for a non-degenerate electron gas; partial degeneracy, as in the parent film, makes the slope without acceptors shallower than $-1/6$. The comparison needs oxygen equilibrium and no other important dopant. A fixed density $H$ of ordinary donors corresponds to $A=-H$. As $n$ approaches $H$, the fraction in the bracket grows without limit and the slope tends to zero.

## Where the model bends

The parent film is not safely non-degenerate. For an effective mass of 0.34 electron masses, $N_c=1.4\times10^{19}\ \mathrm{cm^{-3}}$ at 600 K, close to $n_0$. Solving neutrality numerically with Fermi–Dirac filling, for the same $n_0$, gives $1.5\times10^{18}\ \mathrm{cm^{-3}}$ with gallium, about 15 % above the classical result. One mass is used for both films, although $n\propto N_c^{2/3}\propto m^*$. If the parent had mass 0.25 and the gallium film 0.34, the same $n_0$ would lead to $1.7\times10^{18}\ \mathrm{cm^{-3}}$ classically and $2.2\times10^{18}\ \mathrm{cm^{-3}}$ with Fermi–Dirac filling. The exchange temperature matters as well. At fixed $d_c$ and $\Delta E_C$, the classical formula gives $n/n_0=0.093$ for exchange at 500 K and 0.161 at 700 K, each relative to a parent film at that temperature. The 700 K value is outside the formula's regime: at the same pressure and oxygen-removal energy the parent would hold about $3.5\times10^{19}\ \mathrm{cm^{-3}}$, twice $N_c$, and Fermi–Dirac filling gives a ratio near 0.23.

Hydrogen can act as a donor that gallium does not remove in this model. Put $3\times10^{18}\ \mathrm{cm^{-3}}$ of such donors into both films. The law $n^2(n-H)=\text{constant}$, with each film's constant equal to the cube of its hydrogen-free density, gives $1.1\times10^{19}$ before and $3.2\times10^{18}\ \mathrm{cm^{-3}}$ after gallium. The hydrogen now sets most of the remaining density.

The largest restriction is the donor itself. Some oxygen vacancies in amorphous oxides are deep: they keep their two electrons. Let $E_D$ be the Fermi energy at which the neutral and doubly ionized forms are equally likely, and ignore the singly charged form. The ionized share is then $1/(1+e^{2(E_F-E_D)/kT})$. In the gallium film at 300 K, with its density frozen at $1.3\times10^{18}\ \mathrm{cm^{-3}}$, the Fermi level $E_F$ lies 0.033 eV below the band edge. For $E_D$ 0.3 eV below the edge, the exponent is $2\times0.267/0.0259\approx21$, and the ionized share is about $10^{-9}$. That Fermi level is held up by shallow donors, and beside them such vacancies add practically no free electrons. If deep vacancies are the only donors, $E_F$ must be found from neutrality. For $6\times10^{17}\ \mathrm{cm^{-3}}$ of them it falls to 0.21 eV below the edge at 300 K, the ionized share is about $10^{-3}$, and $n\approx1.4\times10^{15}\ \mathrm{cm^{-3}}$. Neutral vacancies do not enter neutrality, so the formula still gives $n$ at the exchange temperature. At 600 K, however, they would outnumber the ionized ones about 950 to 1, and with all of them frozen in, $n$ at 300 K would be about $1.4\times10^{16}\ \mathrm{cm^{-3}}$. As a room-temperature density, the formula applies only to oxygen-deficient sites that stay ionized on cooling.

Beside real material, the 1:1:1 cation ratio is a common one for transistor channels, and 600 K is a plausible annealing temperature. The final density is high for a channel, where roughly $10^{16}$ to $10^{18}\ \mathrm{cm^{-3}}$ is more usual. Conducting indium zinc oxide can reach $10^{20}\ \mathrm{cm^{-3}}$ or more, where the electron gas is strongly degenerate and the boxed formula should not be used. Sputtered films also break the equilibrium assumption, because their oxygen content depends on how they were deposited, and the model cannot say how far that moves $n$. In the classical formula, the hydrogen assumed above would raise the gallium film's density by a factor of about 2.5. None of these corrections changes the valence of gallium. They change how many donors there are, and how much of that number gallium can control.

Numbers in the example were calculated in double precision.
